# Building LS terms of f³ from bit strings and separating repeats

Three electrons in the open f shell of an ion can occupy its 14 spin-orbitals in \(\binom{14}{3}=364\) ways. Their Coulomb repulsion splits these states into levels labelled by total orbital angular momentum \(L\) and total spin \(S\). A single determinant usually does not have definite \(L\) and \(S\), so the right combinations must be found. For f³ there is a second difficulty: some pairs \((L,S)\) occur twice, and then \(L\) and \(S\) do not identify the state.

## Bit strings and their signs

We set \(\hbar=1\) and use the Condon–Shortley phases. A spin-orbital is written \(m^\pm\), with the sign giving the spin projection. Number the spin-orbitals by

\[
p(m^+)=2(l-m),\qquad p(m^-)=2(l-m)+1 .
\]

For \(l=3\) the order is \(3^+,3^-,2^+,2^-,1^+,\dots\). A determinant is a string of 14 bits, with bit \(p\) set if orbital \(p\) is occupied. As a state it is a product of creators acting on the vacuum, with \(p\) increasing from left to right.

To act on orbital \(p\), the operator \(a_p\) or \(a_p^\dagger\) must first pass the creators of all occupied orbitals below \(p\). Each passage gives \(-1\). In a hop \(a_{p'}^\dagger a_p\), the signs from orbitals below both \(p\) and \(p'\) cancel, leaving

\[
(-1)^{\text{number of occupied orbitals strictly between }p\text{ and }p'} .
\]

The raising operators are sums of hops:

\[
L_+=\sum_{m\sigma}c_m\,a^\dagger_{m+1,\sigma}a_{m\sigma},\quad
c_m=\sqrt{(l-m)(l+m+1)},\qquad
S_+=\sum_m a^\dagger_{m\uparrow}a_{m\downarrow}.
\]

A hop in \(S_+\) joins neighbouring labels, so it has no sign. A hop in \(L_+\) jumps over one label and changes sign if that orbital is occupied. For f electrons \(c_2=\sqrt6\), \(c_1=\sqrt{10}\), \(c_0=c_{-1}=\sqrt{12}\).

## Two determinants: the ²K term

The largest \(M_L\) is 8, from \(|3^+3^-2^+\rangle\). One step lower, at \(M_L=7\), \(M_S=\tfrac12\), there are two determinants:

\[
\psi=a\,|3^+3^-1^+\rangle+b\,|3^+2^+2^-\rangle .
\]

In the first, only \(1^+\to2^+\) is allowed. It jumps the empty orbital \(2^-\) and gives \(+\sqrt{10}\,|3^+3^-2^+\rangle\). In the second, \(2^+\to3^+\) is blocked, while \(2^-\to3^-\) jumps the occupied \(2^+\) and gives \(-\sqrt6\,|3^+3^-2^+\rangle\). All spin flips are blocked, so \(S_+\psi=0\) already. Requiring \(L_+\psi=0\) gives

\[
\sqrt{10}\,a-\sqrt6\,b=0,\qquad a=\sqrt{3/8}=0.612,\quad b=\sqrt{5/8}=0.791 .
\]

This is the top state of ²K. To see why, write \(L_-L_+=L_x^2+L_y^2+i[L_x,L_y]=L_x^2+L_y^2-L_z\), so that

\[
L^2=L_-L_++L_z(L_z+1).
\]

On \(\psi\) the first term vanishes and \(L^2=7\cdot8=56\), hence \(L=7\).

If the fermion sign were lost, the solution would have \(b\to-b\). The true \(L_+\) would then give a vector of length \(\sqrt{10}\sqrt{3/8}+\sqrt6\sqrt{5/8}=\sqrt{15}\), and \(\langle L^2\rangle=56+15=71\). The sector contains only \(L=7\) and \(L=8\), so the weight \(w\) of \(L=8\) follows from \(56(1-w)+72w=71\), or \(w=15/16\). The supposed ²K state would be mostly ²L.

## The rule for any shell \(l^n\)

Take a sector with fixed \(M_L,M_S\), and let a normalized \(\psi\) in it satisfy \(L_+\psi=S_+\psi=0\). The identity above gives \(L^2\psi=M_L(M_L+1)\psi\). Moreover,

\[
\|L_-\psi\|^2=\langle L_+L_-\rangle=\langle[L_+,L_-]\rangle=2M_L\ge0 ,
\]

so \(M_L\ge0\) and \(L=M_L\). The same argument gives \(S=M_S\). Conversely, each term has one state with \(M_L=L\), \(M_S=S\), and both raising operators annihilate it. The dimension of the common null space is therefore the number of terms \((L,S)\).

The algorithm is:

1. List the bit strings of the sector \(M_L=L\), \(M_S=S\).
2. Stack the matrices of \(L_+\) and \(S_+\) into one matrix \(A\). Since \(\|A\psi\|^2=\|L_+\psi\|^2+\|S_+\psi\|^2\), its null vectors are the common ones.
3. Take the right singular vectors of \(A\) with zero singular value, within rounding. If \(A\) keeps only the rows of the target sectors, it can have fewer rows than columns (5×6 for ²H, 1×2 for ²K), and a reduced decomposition then omits null vectors. Use the full set of right singular vectors, or the eigenvectors of \(A^\dagger A\) with zero eigenvalue.
4. Obtain the other components by applying \(L_-\) and \(S_-\) and normalizing.

Counting gives an independent check. For non-negative \(M_L,M_S\), a sector of size \(N(M_L,M_S)\) has one state from each term with \(L\ge M_L\) and \(S\ge M_S\). Removing the terms with larger \(L\) or larger \(S\), and restoring those removed twice, gives

\[
N(L,S)-N(L+1,S)-N(L,S+1)+N(L+1,S+1).
\]

For ²H this is \(6-4-1+1=2\). The numerical null spaces agree with this count throughout f³. They give 17 terms, with ²D, ²F, ²G and ²H occurring twice. In a further test, lowering the 17 top states produced 364 orthonormal vectors. Without the fermion signs, \(L_+\) and \(S_+\) no longer commute, and only 10 common null vectors are found.

## Six determinants: the two ²H terms

At \(M_L=5\), \(M_S=\tfrac12\), write

\[
\begin{aligned}
\psi={}&a|3^+3^-{-1}^+\rangle+b_1|3^+2^+0^-\rangle+b_2|3^+2^-0^+\rangle\\
&+b_3|3^-2^+0^+\rangle+d|3^+1^+1^-\rangle+e|2^+2^-1^+\rangle .
\end{aligned}
\]

\(S_+\) sends each of the three \(b\) determinants to \(+|3^+2^+0^+\rangle\) and annihilates the others, so \(b_1+b_2+b_3=0\). Collecting the results of \(L_+\) by final determinant gives

\[
\begin{aligned}
|3^+3^-0^+\rangle:&\quad \sqrt{12}\,a+\sqrt6\,b_2-\sqrt6\,b_3=0,\\
|3^+2^+1^-\rangle:&\quad \sqrt{12}\,b_1+\sqrt{10}\,d=0,\\
|3^+2^-1^+\rangle:&\quad \sqrt{12}\,b_2-\sqrt{10}\,d+\sqrt6\,e=0,\\
|3^-2^+1^+\rangle:&\quad \sqrt{12}\,b_3-\sqrt6\,e=0 .
\end{aligned}
\]

The three minus signs come from \(2^+\to3^+\) over \(3^-\), \(1^-\to2^-\) over \(1^+\), and \(2^-\to3^-\) over \(2^+\). The last three equations add up to the spin condition, so four of the five are independent. With \(b_1=x\) and \(b_3=y\),

\[
b_2=-x-y,\quad d=-\sqrt{6/5}\,x,\quad e=\sqrt2\,y,\quad a=\frac{b_3-b_2}{\sqrt2}=\frac{x+2y}{\sqrt2}.
\]

Two free parameters remain, one for each ²H term. Any orthogonal pair in this plane is an equally valid LS basis, and a numerical null-space routine returns an arbitrary one. A further operator is needed to choose directions.

## An operator that separates the pairs

The operator should be Hermitian and commute with \(\mathbf L\) and \(\mathbf S\). It then maps each null space into itself. If its eigenvalues there differ, its eigenvectors are fixed up to phase.

Build one-electron tensors \(u^k_q\) from \(u^k_k\propto(l_+)^k\), lowering \(q\) by

\[
u^k_{q-1}=\frac{[l_-,u^k_q]}{\sqrt{(k+q)(k-q+1)}},\qquad
\sum_q\mathrm{Tr}\,(u^{k\dagger}_q u^k_q)=1 .
\]

Let \(U^k_q\) be the sum of \(u^k_q\) over electrons, and let \((U^k)^2=\sum_qU^{k\dagger}_qU^k_q\). This is a scalar in orbital space and does not act on spin. We use

\[
C=\tfrac14\left[3(U^1)^2+11(U^5)^2\right].
\]

Ranks 1 and 5 are special for \(l=3\): the commutators of these \(3+11=14\) matrices contain no other rank, as a numerical test confirmed. They form the Lie algebra G₂. Choose Hermitian combinations \(X_i\) of them with \(\mathrm{Tr}X_iX_j=\delta_{ij}\). Closure means \([X_i,X_j]=i\sum_k f_{ijk}X_k\), and cyclicity of the trace makes \(f_{ijk}\) totally antisymmetric. The many-electron sums obey the same commutators, so for them

\[
\Big[\sum_iX_i^2,X_j\Big]=i\sum_{ik}f_{ijk}(X_iX_k+X_kX_i)=0 ,
\]

because an antisymmetric factor multiplies a symmetric one. The weights \(2k+1\) in \(C\) convert the normalization of \(u^k_q\) to that of \(X_i\), so \(C\) is one quarter of this sum. It commutes with all 14 generators, which therefore connect only states of equal \(C\).

Diagonalizing \(C\) in each two-dimensional null space gives:

| Pair | Values of \(C\) |
|---|---|
| ²D | 7/6, 7/4 |
| ²F | 1/2, 7/4 |
| ²G | 7/6, 7/4 |
| ²H | 1, 7/4 |

All four pairs are separated. The value \(C=1\) occurs in just two terms of f³, ²P and one ²H.

## Finishing ²H by hand

This last fact fixes \(x\) and \(y\) without a diagonalization. Consider the spin-independent operator \(T\) that moves \(m=1\to2\) and \(-2\to-1\), each with coefficient 1.

It is a combination of \(u^1_1\) and \(u^5_1\). Label a hop \(m\to m+1\) by \(z=m+\tfrac12\). The matrix elements of \(u^k_1\) are \(c_m\) times a polynomial of degree \(k-1\) in \(z\), since products of up to \(k\) angular-momentum operators that raise \(m\) by one reduce to \(l_+\) times such a polynomial in \(l_z\). Different ranks are orthogonal under the trace, and \(c_m^2\) is even in \(z\), so the polynomials are even for odd \(k\) and odd for even \(k\). For rank 3 the polynomial is \(z^2-K\), and orthogonality to rank 1 gives

\[
K=\frac{\sum c_m^2z^2}{\sum c_m^2}
=\frac{2\left(6\cdot\frac{25}{4}+10\cdot\frac94+12\cdot\frac14\right)}{2(6+10+12)}=\frac94 .
\]

It vanishes at \(z=\pm\tfrac32\), the two hops in \(T\). Thus \(T\) is orthogonal to rank 3 and, being even in \(z\), to ranks 2, 4 and 6. Six ranks span the six hops, so only ranks 1 and 5 remain.

\(T\) therefore preserves \(C\) while raising \(M_L\) from 5 to 6. Neither ²P nor ²H has a state with \(M_L=6\), so \(T\) must annihilate the \(C=1\) state. On the six determinants,

\[
T\psi=d\left(|3^+2^+1^-\rangle-|3^+2^-1^+\rangle\right),
\]

because the hop from \(1^+\) in the \(e\) determinant is blocked. Hence \(d=0\), and so \(x=0\). With \(y=1\) the squared norm is \(2+1+1+2=6\), and in the order \((a,b_1,b_2,d,b_3,e)\)

\[
\psi_{C=1}=\left(\sqrt{\tfrac13},\,0,\,-\sqrt{\tfrac16},\,0,\,\sqrt{\tfrac16},\,\sqrt{\tfrac13}\right).
\]

The other eigenvector is orthogonal to it. The general squared norm is

\[
\tfrac12(x+2y)^2+x^2+(x+y)^2+y^2+\tfrac65x^2+2y^2=3.7x^2+4xy+6y^2 .
\]

The corresponding overlap with \((x,y)=(0,1)\) is \(2x+6y\), so we take \(x=3\), \(y=-1\). The squared norm is \(33.3-12+6=27.3\), and

\[
\psi_{C=7/4}=\frac{1}{\sqrt{273}}\left(\sqrt5,\sqrt{90},-\sqrt{40},-\sqrt{108},-\sqrt{10},-\sqrt{20}\right).
\]

Both vectors agree with the numerical ones listed in the output. For the second, \(\|T\psi\|=\sqrt2\,|d|=\sqrt2\times0.62897=0.8895\), also as computed.

## Why seniority is not enough here

Another possible label counts electrons not bound in pairs with \(L=S=0\). Define

\[
P^\dagger=\sum_m(-1)^m a^\dagger_{m\uparrow}a^\dagger_{-m\downarrow}.
\]

In \([L_+,P^\dagger]\), raising the first electron from \(m\) and the second from \(-m-1\) gives the same final pair. The coefficients \(c_m=c_{-m-1}\) are equal and the phases opposite, so they cancel. In \([S_+,P^\dagger]\), the terms \(m\) and \(-m\) cancel by antisymmetry. As \(P^\dagger\) also leaves \(M_L\) and \(M_S\) unchanged, it adds a pair with \(L=S=0\).

For each \(m\), the commutator of the pair annihilator with its creator is \(1-n_{m\uparrow}-n_{-m\downarrow}\), and different pairs commute. Summing gives \([P,P^\dagger]=7-\hat N\), where \(\hat N\) is the electron number. For a one-electron state \(\phi\), \(P\phi=0\), and therefore

\[
P^\dagger P\,(P^\dagger\phi)=P^\dagger(7-1)\phi=6\,P^\dagger\phi .
\]

The states \(P^\dagger\phi\) form one ²F term with eigenvalue 6. Everything orthogonal to them is annihilated by \(P\). Seniority is therefore 1 for this ²F term and 3 for all other terms. It separates the two ²F terms but not the two members of ²D, ²G or ²H. The same can happen to \(C\) in other configurations: if its eigenvalues coincide, or a term occurs more often than \(C\) has distinct values, another commuting operator is required.

## What the Coulomb repulsion does

Labels are not energies. Expanding \(1/r_{12}\) in multipoles gives products \(C^k(1)\cdot C^k(2)\) of the rescaled spherical harmonics \(C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}\), with radial averages \(F^k\). Within the shell \(C^k_q=a_ku^k_q\) up to an overall sign. The angular integral is a product of two 3j symbols and a factor \(2l+1=7\). The squares of the 3j symbol containing \(m,q,m'\) sum to 1, so

\[
a_k^2=49\begin{pmatrix}3&k&3\\0&0&0\end{pmatrix}^2 .
\]

This is 1.867, 1.273 and 1.632 for \(k=2,4,6\). Odd \(k\) vanish by parity, and \(k>6\) by the triangle rule. The sum over pairs is half of the full square minus the one-electron squares. Each of the latter is a scalar with trace 1 in seven dimensions, hence \(1/7\). Omitting the common shift \(3F^0\),

\[
H=\frac12\sum_{k=2,4,6}F^ka_k^2\left[(U^k)^2-\frac37\right].
\]

\(H\) commutes with \(\mathbf L\) and \(\mathbf S\), but nothing requires it to commute with \(C\). Take the round model values \(F^2=10\), \(F^4=6\), \(F^6=4\) eV, which represent no particular ion. For ²H, in order of rising \(C\), the diagonal elements are \(-0.31527\) and \(-2.09377\) eV, and the coupling has magnitude 0.90212 eV. The mean is \(-1.20452\) eV and half the difference is 0.88925 eV, so

\[
E=-1.2045\pm\sqrt{0.88925^2+0.90212^2}=-1.2045\pm1.2667\ \text{eV},
\]

or \(-2.471\) and \(0.062\) eV. The \(C=1\) state has weight \(\tfrac12(1-0.88925/1.2667)=0.149\) in the lower level. With 10, 3 and 1 eV this weight becomes 0.161: the energy eigenstates depend on the radial integrals, whereas the \(C\) basis does not.

The other pairs differ widely. For ²G and ²F the lower-\(C\) state has weights 0.58 and 0.41 in the lower level, so both are strongly mixed. In ²F this also means that seniority is not conserved by the repulsion. For ²D the coupling is only 0.002 eV against a separation of 1.44 eV, and the \(C\) states are nearly energy eigenstates. So small a coupling is an accident of these parameters: the \(F^2\), \(F^4\) and \(F^6\) contributions, \(+0.438\), \(-0.922\) and \(+0.487\) eV, almost cancel. With 10, 3 and 1 eV the coupling is 0.098 eV. The mixing is still weak, the lower-\(C\) state having weight 0.997 in the lower level.

The model omits spin–orbit coupling, which mixes different \(L\) and \(S\), and the mixing with other configurations. When spin–orbit coupling is comparable with the spacing of the terms, a single LS term is no longer a good description of a level. Electrostatic mixing with another configuration keeps \(L\) and \(S\). For a weak coupling \(V\) to one state at energy distance \(\Delta\), the admixed weight is about \((V/\Delta)^2\) and the level shifts by about \(V^2/\Delta\). With \(V=1\) eV and \(\Delta=10\) eV these are 1% and 0.1 eV, so energies can change noticeably while the state stays nearly pure. The highest-weight states, together with those obtained from them by lowering, still form a complete basis for the shell, in which spin–orbit coupling can be added.

## Table of computed values

```
f^3: determinants 364, terms 17
Signs dropped: norm of [L+,S+] = 66.9328 (hbar^2)
Signs dropped: common null vectors = 10
Largest error of the 364-state overlap matrix: 7.0e-14
Term: sector size, number of terms, C values, P+P values
 4S: 5, 1, C 0.000000; P+P 0.0
 4D: 4, 1, C 1.166667; P+P 0.0
 4F: 3, 1, C 0.500000; P+P 0.0
 4G: 2, 1, C 1.166667; P+P 0.0
 4I: 1, 1, C 1.166667; P+P 0.0
 2P: 16, 1, C 1.000000; P+P 0.0
 2D: 15, 2, C 1.166667, 1.750000; P+P 0.0, 0.0
 2F: 12, 2, C 0.500000, 1.750000; P+P 6.0, 0.0
 2G: 9, 2, C 1.166667, 1.750000; P+P 0.0, 0.0
 2H: 6, 2, C 1.000000, 1.750000; P+P 0.0, 0.0
 2I: 4, 1, C 1.166667; P+P 0.0
 2K: 2, 1, C 1.750000; P+P 0.0
 2L: 1, 1, C 1.750000; P+P 0.0
2K amplitudes (orbitals as m and spin sign):
 |3+ 3- 1+>  +0.612372
 |3+ 2+ 2->  +0.790569
<L^2> of 2K: 56.0000; sign lost: 71.0000 (hbar^2)
2H amplitudes for C = 1 and C = 7/4:
 |3+ 3- -1+>  +0.577350  +0.135333
 |3+ 2+ 0->  -0.000000  +0.574169
 |3+ 2- 0+>  -0.408248  -0.382780
 |3+ 1+ 1->  +0.000000  -0.628971
 |3- 2+ 0+>  +0.408248  -0.191390
 |2+ 2- 1+>  +0.577350  -0.270666
Norm after step operator: 0.000000, 0.889499
a_k^2 for k=2,4,6: 1.866667, 1.272727, 1.631702
F2, F4, F6 (eV): 10.0, 6.0, 4.0
Coulomb blocks, basis ordered by rising C, without 3 F0:
 2D: H11 -1.27655, H22 0.16594, |H12| 0.00223 eV
   levels -1.27655, 0.16595 eV; lower-C weight in lower level 1.00000
 2F: H11 3.12665, H22 2.43032, |H12| 1.93090 eV
   levels 0.81645, 4.74052 eV; lower-C weight in lower level 0.41127
 2G: H11 -0.24602, H22 0.46445, |H12| 2.07542 eV
   levels -1.99639, 2.21482 eV; lower-C weight in lower level 0.58435
 2H: H11 -0.31527, H22 -2.09377, |H12| 0.90212 eV
   levels -2.47125, 0.06220 eV; lower-C weight in lower level 0.14900
Second F2, F4, F6 (eV): 10.0, 3.0, 1.0
 2H lower-C weight in lower level: 0.16074
```
